**Four s orbitals around an oxygen vacancy: one level and a triplet**

Four orthogonal metal s orbitals with site energy ε and the same matrix element −t between every pair have one level at ε − 3t and three at ε + t. The program builds the Hamiltonian from the atomic positions of a regular tetrahedron, diagonalizes it, and asserts that the levels agree with these formulas; it also asserts the factored characteristic polynomial symbolically. Further assertions cover the in-phase singlet, the p-like triplet near the vacancy centre, and the energies of two non-interacting electrons of opposite spin. For t = 0.5 eV the output shows shifts of −1.5 eV and +0.5 eV from ε, and a promotion energy of 2.0 eV. Three variations are compared with their own formulas: a square, a tetrahedron with one atom moved outward, and orbitals with equal overlap s. The square has no triplet, the displaced atom splits the triplet into a doublet and a lower single level, and equal overlap changes the energies but keeps the triplet. All parameters are round model values and describe no particular material.

## Verification by program

```python
"""
Result under test: four orthogonal s orbitals around a vacancy, with site
energy eps and the same matrix element -t between every pair, have one level
at eps - 3t and three levels at eps + t.

Symbols: d = vacancy-metal distance, R = metal-metal distance,
t = hopping strength, t_d = hopping along the diagonal of a square,
t_prime = hopping to one displaced atom, s = overlap of two orbitals.
Hamiltonians are built from atomic positions and a distance-dependent
hopping, then diagonalized and compared with the derived level formulas.
Energies in eV, lengths in angstrom.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

d = 2.0
eps = 1.0
t = 0.5
decay = 1.0
shift = 0.2
s = 0.1
orbital_decay = 1.0

corner_signs = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
tetrahedron = d * corner_signs / np.sqrt(3.0)


def distances(positions):
    return np.linalg.norm(positions[:, None] - positions[None, :], axis=2)


pairs = np.triu_indices(4, 1)
pair_lengths = distances(tetrahedron)[pairs]
R = pair_lengths[0]
assert np.allclose(pair_lengths, d * np.sqrt(8 / 3), atol=1e-12)


def hopping(length):
    return t * np.exp(-(length - R) / decay)


def hamiltonian(positions):
    matrix = -hopping(distances(positions))
    np.fill_diagonal(matrix, eps)
    return matrix


# Regular tetrahedron: numerical levels against the derived ones
H = hamiltonian(tetrahedron)
levels, vectors = np.linalg.eigh(H)
assert np.allclose(levels, [eps - 3*t, eps + t, eps + t, eps + t], atol=1e-12)
relative = levels - eps
assert abs(relative.sum()) < 1e-12
assert abs((relative**2).sum() - 12 * t**2) < 1e-12

# Characteristic polynomial with symbols
E, e0, ts = sp.symbols("E e0 t")
H_symbolic = sp.Matrix(4, 4, lambda i, j: e0 if i == j else -ts)
determinant = (E * sp.eye(4) - H_symbolic).det()
assert sp.expand(determinant - (E - e0 + 3*ts) * (E - e0 - ts)**3) == 0

# Eigenvectors: in-phase singlet, and triplet following the signs of x, y, z
singlet = vectors[:, 0] * np.sign(vectors[0, 0])
assert np.allclose(singlet, 0.5, atol=1e-12)
triplet = corner_signs / 2.0
assert np.allclose(triplet.T @ triplet, np.eye(3), atol=1e-12)
assert np.allclose(H @ triplet, (eps + t) * triplet, atol=1e-12)


# Shapes near the vacancy centre, using an exponential s orbital
def orbitals_at(point):
    r = np.linalg.norm(np.asarray(point) - tetrahedron, axis=1)
    return np.exp(-r / orbital_decay) / np.sqrt(np.pi * orbital_decay**3)


centre_values = orbitals_at(np.zeros(3))
centre_amplitudes = vectors.T @ centre_values
density_ratio = centre_amplitudes[0]**2 / centre_values[0]**2
assert abs(density_ratio - 4) < 1e-10
assert np.max(np.abs(centre_amplitudes[1:])) < 1e-12
step = 1e-4
slopes = np.array([(orbitals_at(step * axis) - orbitals_at(-step * axis))
                   @ triplet / (2 * step) for axis in np.eye(3)])
assert np.all(np.diag(slopes) > 1e-3)
assert np.max(np.abs(slopes - np.diag(np.diag(slopes)))) < 1e-9

# Two independent electrons of opposite spin
two_electron = np.linalg.eigvalsh(np.kron(H, np.eye(4)) + np.kron(np.eye(4), H))
ground_energy = two_electron[0]
promotion = two_electron[1] - two_electron[0]
assert abs(ground_energy - (2*eps - 6*t)) < 1e-12
assert abs(promotion - 4*t) < 1e-12
site_population = 2 * singlet[0]**2

# Square with the same nearest-neighbour distance
square = R * np.array([[0, 0, 0], [1, 0, 0], [1, 1, 0], [0, 1, 0]], float)
diagonal = distances(square)[0, 2]
t_d = hopping(diagonal)
square_levels = np.linalg.eigvalsh(hamiltonian(square)) - eps
assert np.allclose(square_levels, sorted([-2*t - t_d, t_d, t_d, 2*t - t_d]),
                   atol=1e-12)

# One atom of the tetrahedron moved radially outward
displaced = tetrahedron.copy()
displaced[3] *= (d + shift) / d
R_prime = distances(displaced)[0, 3]
assert abs(R_prime**2 - ((d+shift)**2 + d**2 + 2*d*(d+shift)/3)) < 1e-12
t_prime = hopping(R_prime)
displaced_levels = np.linalg.eigvalsh(hamiltonian(displaced)) - eps
root = np.sqrt(t**2 + 3 * t_prime**2)
assert np.allclose(displaced_levels, sorted([-t - root, -t + root, t, t]),
                   atol=1e-12)
assert displaced_levels[0] > relative[0] + 1e-3
assert displaced_levels[1] < t - 1e-3

# Equal overlap between all pairs: generalized eigenvalue problem
overlap = np.full((4, 4), s)
np.fill_diagonal(overlap, 1.0)
H_overlap = np.full((4, 4), eps * s - t)
np.fill_diagonal(H_overlap, eps)
overlap_levels = eigh(H_overlap, overlap, eigvals_only=True) - eps
assert np.allclose(overlap_levels, [-3*t/(1 + 3*s)] + 3 * [t/(1 - s)],
                   atol=1e-12)


def show(label, values, unit, digits=4):
    # Adding zero after rounding removes a possible negative zero
    numbers = np.round(np.atleast_1d(values), digits) + 0.0
    print(f"{label}: " + ", ".join(f"{x:.{digits}f}" for x in numbers), unit)


print("MODEL INPUT")
show("vacancy-metal distance d", d, "angstrom", 2)
show("site energy eps", eps, "eV", 2)
show("hopping strength t at distance R", t, "eV", 2)
show("hopping decay length", decay, "angstrom", 2)
show("orbital decay length", orbital_decay, "angstrom", 2)
print("REGULAR TETRAHEDRON")
show("metal-metal distance R", R, "angstrom")
show("levels", levels, "eV")
show("levels measured from eps", relative, "eV")
show("singlet shift", relative[0] / HARTREE_EV, "hartree", 5)
show("triplet shift", relative[1] / HARTREE_EV, "hartree", 5)
show("sum of shifts", relative.sum(), "eV")
show("sum of squared shifts", (relative**2).sum(), "eV^2")
show("singlet coefficients", singlet, "(no unit)")
show("singlet density at centre / one-orbital density", density_ratio,
     "(no unit)")
show("triplet amplitudes at centre", centre_amplitudes[1:], "angstrom^-1.5")
print("TWO ELECTRONS")
show("lowest total energy", ground_energy, "eV")
show("promotion energy", promotion, "eV")
show("promotion energy converted", promotion / HARTREE_EV, "hartree", 5)
show("electrons per metal atom", site_population, "(no unit)")
print("SQUARE, levels measured from eps")
show("diagonal distance", diagonal, "angstrom")
show("diagonal hopping t_d", t_d, "eV")
show("levels", square_levels, "eV")
print("ONE ATOM MOVED OUTWARD, levels measured from eps")
show("displacement", shift, "angstrom", 2)
show("distance to the other three atoms", R_prime, "angstrom")
show("reduced hopping t_prime", t_prime, "eV")
show("levels", displaced_levels, "eV")
print("WITH OVERLAP, levels measured from eps")
show("overlap s", s, "(no unit)", 2)
show("levels", overlap_levels, "eV")
print("PASS")
```

It prints:

```
MODEL INPUT
vacancy-metal distance d: 2.00 angstrom
site energy eps: 1.00 eV
hopping strength t at distance R: 0.50 eV
hopping decay length: 1.00 angstrom
orbital decay length: 1.00 angstrom
REGULAR TETRAHEDRON
metal-metal distance R: 3.2660 angstrom
levels: -0.5000, 1.5000, 1.5000, 1.5000 eV
levels measured from eps: -1.5000, 0.5000, 0.5000, 0.5000 eV
singlet shift: -0.05512 hartree
triplet shift: 0.01837 hartree
sum of shifts: 0.0000 eV
sum of squared shifts: 3.0000 eV^2
singlet coefficients: 0.5000, 0.5000, 0.5000, 0.5000 (no unit)
singlet density at centre / one-orbital density: 4.0000 (no unit)
triplet amplitudes at centre: 0.0000, 0.0000, 0.0000 angstrom^-1.5
TWO ELECTRONS
lowest total energy: -1.0000 eV
promotion energy: 2.0000 eV
promotion energy converted: 0.07350 hartree
electrons per metal atom: 0.5000 (no unit)
SQUARE, levels measured from eps
diagonal distance: 4.6188 angstrom
diagonal hopping t_d: 0.1293 eV
levels: -1.1293, 0.1293, 0.1293, 0.8707 eV
ONE ATOM MOVED OUTWARD, levels measured from eps
displacement: 0.20 angstrom
distance to the other three atoms: 3.4312 angstrom
reduced hopping t_prime: 0.4238 eV
levels: -1.3882, 0.3882, 0.5000, 0.5000 eV
WITH OVERLAP, levels measured from eps
overlap s: 0.10 (no unit)
levels: -1.1538, 0.5556, 0.5556, 0.5556 eV
PASS
```
